# Current vertex corrections and the transport function of hypercubic bands

Q: You compute a conductivity from a single zone sum over spectral functions. A current correlation also has vertex corrections. On what grounds do you drop them?

A: Because the self-energy is local, in a sense I must make precise. Take one band with one orbital per site, lattice constant $a$, $\hbar=1$, and a paramagnetic state. Let $\varepsilon_k$ be the band energy, $v_k=\partial\varepsilon_k/\partial k_x$ the velocity, and $\langle\dots\rangle$ the average over the Brillouin zone. The Green function is

$$G_k(z)=\frac{1}{z-\varepsilon_k-\Sigma(z)} .$$

Apply a weak uniform field that couples to $v_k$ with strength $\lambda$ and connects two complex energies $z_1$ and $z_2$. The inverse Green function, a matrix in these energies, changes by $-(\lambda v_k+\delta\Sigma_k)$. Since $\delta G=-G\,\delta(G^{-1})\,G$,

$$\delta G_k=G_k(z_1)\,(\lambda v_k+\delta\Sigma_k)\,G_k(z_2).$$

The vertex correction is $\delta\Sigma_k$, the reaction of the self-energy to the field.

Q: And you set it to zero because $\Sigma$ does not depend on $k$?

A: That alone would not be enough. I assume that $\Sigma$ on a site is a functional of the local Green function on that site, and that this stays true with the field on. Dynamical mean-field theory has this property, and so does the coherent-potential approximation (CPA) for site disorder. For static disorder the linear change is then $\delta\Sigma=\gamma\,\delta G_{\rm loc}$, with a number $\gamma$ for each pair $z_1,z_2$. Averaging $\delta G_k$ over the zone gives

$$\delta\Sigma=\gamma\lambda\,\langle v_kG_k(z_1)G_k(z_2)\rangle+\gamma\,\langle G_k(z_1)G_k(z_2)\rangle\,\delta\Sigma .$$

If $\varepsilon_{-k}=\varepsilon_k$, then $v_{-k}=-v_k$ while both Green functions are even. The first average vanishes by parity. What remains is homogeneous, and its solution is $\delta\Sigma=0$ unless $\gamma\langle G_k(z_1)G_k(z_2)\rangle=1$.

With interactions, $\gamma$ becomes a matrix in the internal frequency, because scattering can exchange energy. The source still vanishes at each frequency, so the conclusion holds away from an instability of the homogeneous equation.

Q: That exception worries me. Density is conserved, so I expect the factor to approach one at low frequency.

A: It does, and the density response shows how. Replace $v_k$ by 1 and write $\chi=\langle G_k(z_1)G_k(z_2)\rangle$. The corrected response is $\chi/(1-\gamma\chi)$. For each disorder configuration the resolvent identity holds,

$$\frac{1}{z_1-H}\,\frac{1}{z_2-H}=\frac{1}{z_1-z_2}\left[\frac{1}{z_2-H}-\frac{1}{z_1-H}\right],$$

so the averaged response must be $[G(z_2)-G(z_1)]/(z_1-z_2)$, where $G=\langle G_k\rangle$. The CPA respects this identity. The bare product, by partial fractions, is

$$\chi=\frac{G(z_2)-G(z_1)}{z_1-z_2-\Sigma(z_1)+\Sigma(z_2)} .$$

Dividing one expression by the other gives

$$1-\gamma\chi=\frac{z_1-z_2}{z_1-z_2-\Sigma(z_1)+\Sigma(z_2)} .$$

This is nonzero for distinct energies off the real axis, where $\Sigma$ is finite. It tends to zero when the two energies meet from opposite sides of the real axis at finite damping. For the current I keep the frequency finite, find $\delta\Sigma=0$, and take the static limit last.

Q: Can you show this without assuming the linearized equation?

A: Put a small finite field into the self-consistent equations. I took a square lattice with nearest-neighbour hopping $t$, a $24\times24$ mesh, and site energies $\pm\Delta$ with equal probability and $\Delta=t$. The Green function is a $2\times2$ matrix in the energies $z_1=(0.4+0.5i)t$ and $z_2=(-0.2-0.5i)t$. The CPA condition is that the average over one disordered site reproduces the local Green function:

$$G=\tfrac12\sum_{V=\pm\Delta}\left[G^{-1}+\Sigma-V\right]^{-1}.$$

The iteration starts with an off-diagonal $\Sigma$. What is tested is the response, not $\delta\Sigma$ itself: a $k$-independent $\delta\Sigma$ enters the current response at linear order only through $\langle v_kG_k(z_1)G_k(z_2)\rangle$, which vanishes. The converged current response is $(0.8001+0.2245i)a^2$, and the bubble $B=\langle v_k^2G_k(z_1)G_k(z_2)\rangle$ has the same value to the six decimals computed. With a density field, the response is $(0.596+0.426i)/t^2$, as the resolvent identity requires, while its bubble is only $(0.383+0.113i)/t^2$. The same calculation thus produces a vertex correction where one is due.

Q: You said a $k$-independent $\Sigma$ is not enough. Give me a case.

A: Let scattering from $k'$ to $k$ have the strength $W_0+W_1s_ks_{k'}$, with $s_k=\sin(k_xa)$ and $W_0\ge W_1>0$. Summing repeated scattering without crossings,

$$\Sigma_k=W_0\langle G_{k'}\rangle+W_1s_k\langle s_{k'}G_{k'}\rangle .$$

The second average vanishes by parity, so $\Sigma$ is independent of $k$ in equilibrium. Now switch on the field and write the corrected vertex as $\Lambda_k=v_k+\delta\Sigma_k/\lambda$. Since $v_k=2ta\,s_k$, try $\Lambda_k=c\,v_k$. The $W_0$ term vanishes, and the other one gives

$$c\,v_k=v_k+W_1c\,s_k\langle s_{k'}v_{k'}G_{k'}(z_1)G_{k'}(z_2)\rangle
=v_k+\frac{W_1cB}{4t^2a^2}\,v_k .$$

Hence $c=[1-W_1B/(4t^2a^2)]^{-1}$, and the response is $cB$ instead of $B$. For $W_0=0.5t^2$, $W_1=0.3t^2$ and the same mesh and energies, the finite-field iteration gives $(1.202+0.633i)a^2$, in agreement with $cB$, against $B=(1.126+0.531i)a^2$. Positive $W_1$ favours scattering between states whose velocities have the same sign, which the equilibrium self-energy cannot register.

Q: Then parity is essential in the local case?

A: It is sufficient. For one band with local $\Sigma$, periodicity does the same work. The product $G_k(z_1)G_k(z_2)$ depends on $k$ through $\varepsilon_k$ alone; call it $F(\varepsilon_k)$ and let $P'=F$. Then

$$\langle v_kF(\varepsilon_k)\rangle=\left\langle\frac{\partial}{\partial k_x}P(\varepsilon_k)\right\rangle=0,$$

because $P(\varepsilon_k)$ returns to its value across the zone.

A chain with $\varepsilon_k=-2t\cos ka+0.7t\sin2ka$ has no parity. Its second-neighbour hopping is imaginary, so it breaks time reversal; a single spin-degenerate band with time reversal always has $\varepsilon_{-k}=\varepsilon_k$. With energies $(0.4+0.2i)t$ and $(-0.2-0.2i)t$ and a local damping $0.3t$, the average is zero to rounding. If the damping is made $0.3t(1+\cos ka)$, the average has modulus $0.0625\,a/t$. A self-energy that depends on $k_x$ other than through $\varepsilon_k$ in general spoils the total derivative. The average then in general needs a symmetry such as parity to vanish, and its vanishing alone no longer removes the vertex correction, because the locality assumption is gone.

Q: Fine, the bubble survives. Where does a function of energy come from?

A: From the bubble's dependence on $k$. With two spins and cell volume $a^d$, the current correlation at the imaginary frequency $i\Omega$ is

$$C(i\Omega)=-\frac{2e^2}{a^d}\,T\sum_\nu\langle v_k^2\,G_k(i\nu)\,G_k(i\nu+i\Omega)\rangle ,$$

where the minus sign belongs to the fermion loop. Frequencies are measured from the chemical potential, which is absorbed in $\Sigma$, so $\varepsilon_k$ remains the bare band energy. Write each $G_k$ as $\int d\omega\,A(\varepsilon_k,\omega)/(i\nu-\omega)$, with the spectral function $A=-\mathrm{Im}\,G/\pi$ just above the real axis. With the Fermi function $f$, the frequency sum is

$$T\sum_\nu\frac{1}{(i\nu-\omega)(i\nu+i\Omega-\omega')}=\frac{f(\omega)-f(\omega')}{i\Omega+\omega-\omega'} .$$

The loop sign turns the denominator into $\omega'-\omega-i\Omega$. Continue $i\Omega\to\Omega+i0$; the imaginary part of the fraction is then $\pi\delta(\omega'-\omega-\Omega)$ times the difference of Fermi functions. The absorptive conductivity is $\mathrm{Im}\,C/\Omega$, since the electric field is $i\Omega$ times the vector potential and the remaining, diamagnetic, term is real. So

$$\sigma(\Omega)=\frac{2\pi e^2}{a^d}\int d\omega\,\frac{f(\omega)-f(\omega+\Omega)}{\Omega}\,\langle v_k^2A(\varepsilon_k,\omega)A(\varepsilon_k,\omega+\Omega)\rangle .$$

Apart from $v_k^2$, everything in the average depends on $\varepsilon_k$ alone. Inserting $1=\int d\varepsilon\,\delta(\varepsilon-\varepsilon_k)$ turns it into $\int d\varepsilon\,\Phi(\varepsilon)A(\varepsilon,\omega)A(\varepsilon,\omega+\Omega)$, with the transport function

$$\Phi(\varepsilon)=\langle v_k^2\,\delta(\varepsilon-\varepsilon_k)\rangle .$$

For a given self-energy, the band enters the conductivity only through this function. The companion quantity is the density of states per spin and site, $D(\varepsilon)=\langle\delta(\varepsilon-\varepsilon_k)\rangle$.

Q: $\Phi$ weights states by velocity and $D$ counts them. I see no reason for one to determine the other.

A: For a general band it does not. Differentiate $\Phi$ and see what is needed. By the chain rule,

$$\frac{\partial}{\partial k_x}\delta(\varepsilon-\varepsilon_k)=-v_k\frac{\partial}{\partial\varepsilon}\delta(\varepsilon-\varepsilon_k).$$

Use this for one of the two velocity factors, then integrate by parts; the boundary terms cancel by periodicity:

$$\frac{d\Phi}{d\varepsilon}=-\left\langle v_k\frac{\partial}{\partial k_x}\delta(\varepsilon-\varepsilon_k)\right\rangle
=\left\langle\frac{\partial^2\varepsilon_k}{\partial k_x^2}\,\delta(\varepsilon-\varepsilon_k)\right\rangle .$$

This holds for any smooth periodic band: the slope of $\Phi$ is the inverse mass summed over the energy surface. Now specialize to nearest-neighbour hopping on the hypercubic lattice,

$$\varepsilon_k=-2t\sum_{i=1}^d\cos(k_ia),\qquad \frac{\partial^2\varepsilon_k}{\partial k_x^2}=2ta^2\cos(k_xa).$$

The energy surface is symmetric under exchange of the axes, so each cosine has the same average on it. Replace the one cosine by the mean of all $d$:

$$\langle2t\cos(k_xa)\,\delta(\varepsilon-\varepsilon_k)\rangle=-\frac1d\langle\varepsilon_k\,\delta(\varepsilon-\varepsilon_k)\rangle=-\frac{\varepsilon}{d}D(\varepsilon).$$

Therefore

$$\boxed{\frac{d\Phi}{d\varepsilon}=-\frac{a^2}{d}\,\varepsilon\,D(\varepsilon)}$$

Since $\Phi$ vanishes below the band, $\Phi(\varepsilon)=-(a^2/d)\int_{-\infty}^{\varepsilon}xD(x)\,dx$. It rises through the lower half of the band, where the summed inverse mass is positive, and falls through the upper half.

Q: You differentiated a delta function. What happens where $D$ diverges?

A: The equation is then read under an integral with a smooth test function. One dimension shows it at its worst. Each energy inside the band has two points with $|v_k|=a\sqrt{4t^2-\varepsilon^2}$, so

$$D=\frac{1}{\pi\sqrt{4t^2-\varepsilon^2}},\qquad \Phi=\frac{a^2}{\pi}\sqrt{4t^2-\varepsilon^2}.$$

The derivative of $\Phi$ is $-(a^2/\pi)\,\varepsilon/\sqrt{4t^2-\varepsilon^2}=-a^2\varepsilon D$. Both sides diverge at the edges, but integrably.

The other simple limit is the band bottom in $d$ dimensions. With $x=\varepsilon+2dt$ small, $x=ta^2k^2$ and $D\propto x^{d/2-1}$. The law gives $\Phi'\simeq2ta^2D$, hence $\Phi\simeq(4ta^2/d)\,xD$. Directly, $v_k=2ta^2k_x$, whose square averages over directions to $4t^2a^4k^2/d=4ta^2x/d$. The two agree.

Q: Is there a version that avoids delta functions altogether?

A: Go to complex energy. For the undamped band define $g(z)=\langle1/(z-\varepsilon_k)\rangle$ and $K(z)=\langle v_k^2/(z-\varepsilon_k)\rangle$. Since $\partial_{k_x}(z-\varepsilon_k)^{-1}=v_k(z-\varepsilon_k)^{-2}$, the same integration by parts gives

$$K'(z)=-\left\langle v_k\frac{\partial}{\partial k_x}\frac1{z-\varepsilon_k}\right\rangle
=-\frac{a^2}{d}\left\langle\frac{\varepsilon_k}{z-\varepsilon_k}\right\rangle=-\frac{a^2}{d}\,[z\,g(z)-1].$$

The last step writes $\varepsilon_k=z-(z-\varepsilon_k)$. Taking $-\mathrm{Im}/\pi$ just above the real axis returns the law for $\Phi$. At $z=(0.7+i)t$ I computed $K'$ by finite differences of the zone sum, and the right side from $g$. Both give $(0.4967+0.2495i)a^2$ for $d=1$, $(0.2618+0.0910i)a^2$ for $d=2$ and $(0.2017+0.0634i)a^2$ for $d=3$.

Q: What breaks if I add a diagonal hopping?

A: The last replacement. On the square lattice take $\varepsilon_k=-2t(c_x+c_y)+4t'c_xc_y$, with $c_i=\cos(k_ia)$. The inverse mass, averaged over the two axes, is

$$a^2\left[t(c_x+c_y)-4t'c_xc_y\right]=-\frac{a^2}{2}\left[\varepsilon_k+4t'c_xc_y\right].$$

The extra term is not a function of $\varepsilon_k$, so $D$ no longer suffices. For $t'=0.3t$ at the same $z$, $K'$ is $(0.334+0.005i)a^2$, equal to the inverse-mass sum, while $-(a^2/2)(zg-1)$ gives $(0.287+0.038i)a^2$.

Q: Show me real energies in three dimensions, with $\Phi$ and $D$ obtained separately.

A: For $\Phi$ I integrated over $k_x$ with the delta function, summed the other two directions on a midpoint mesh, and took finite differences in energy. For $D$ I convolved the square-lattice density of states, an elliptic integral, with that of a chain.

| $\varepsilon/t$ | $tD$ | $\Phi/(ta^2)$ | $\Phi'/a^2$ | $-\varepsilon D/3$ |
|---|---|---|---|---|
| −5.0 | 0.0290 | 0.0329 | 0.0484 | 0.0484 |
| −3.0 | 0.0738 | 0.1596 | 0.0738 | 0.0738 |
| −1.0 | 0.1432 | 0.3103 | 0.0477 | 0.0477 |
| 0.5 | 0.1428 | 0.3282 | −0.0238 | −0.0238 |
| 3.5 | 0.0598 | 0.1237 | −0.0697 | −0.0697 |

In the third row, for instance, $0.1432/3=0.0477$. At the band centre $\Phi(0)=0.3341\,ta^2$.

Q: The prefactor of $\sigma$ still rests on your bookkeeping. Is there an independent hold on it?

A: The total optical weight. The Kramers–Kronig relation for $C$ at zero frequency gives $\int_0^\infty\sigma\,d\Omega=\tfrac{\pi}{2}C(0)$. With a local self-energy $v_kG_k^2=\partial G_k/\partial k_x$, so another integration by parts yields

$$C(0)=\frac{2e^2}{a^d}\,T\sum_\nu\left\langle\frac{\partial^2\varepsilon_k}{\partial k_x^2}G_k(i\nu)\right\rangle=\frac{2e^2}{a^d}\left\langle\frac{\partial^2\varepsilon_k}{\partial k_x^2}\,n_k\right\rangle ,$$

with $n_k$ the occupation per spin. This step starts from the same $C$, so by itself it checks only the frequency sum and the continuation. The factor in front is held independently by the diamagnetic term. Replacing $k_x$ by $k_x-e\mathcal A$ in the band energy, for a vector potential $\mathcal A$, adds the current density $-(2e^2/a^d)\langle\partial_{k_x}^2\varepsilon_k\,n_k\rangle\mathcal A$. A constant $\mathcal A$ drives no current in the normal state, so $C(0)$ must cancel this term, and it does, sign and spin factor included. Cubic symmetry again replaces the inverse mass by $-a^2\varepsilon_k/d$:

$$\int_0^\infty\sigma(\Omega)\,d\Omega=-\frac{\pi e^2a^2}{d\,a^d}\,\langle\varepsilon_kn_k\rangle .$$

For $d=3$, half filling, zero temperature and a constant damping $\Gamma=t$, quadrature of the conductivity formula over both frequencies gives $0.7811\,e^2t/(\hbar^2a)$. The right side, from $n_k=\tfrac12-\arctan(\varepsilon_k/\Gamma)/\pi$, gives the same.

Q: Does the law help in an actual dc calculation?

A: It removes the velocities. Take zero temperature and half filling with particle-hole symmetry, so that $\mathrm{Re}\,\Sigma=0$ at the Fermi level; half filling alone does not ensure this. Then $A=(\Gamma/\pi)/(\varepsilon^2+\Gamma^2)$ there, with $\Gamma=-\mathrm{Im}\,\Sigma$, and $\sigma=(2\pi e^2/a^d)\int\Phi A^2d\varepsilon$. A primitive of $A^2$ is

$$Q(\varepsilon)=\frac1{2\pi^2}\left[\frac{\varepsilon}{\varepsilon^2+\Gamma^2}+\frac1\Gamma\arctan\frac{\varepsilon}{\Gamma}\right],$$

because the bracket has derivative $2\Gamma^2/(\varepsilon^2+\Gamma^2)^2$. Integrating by parts, with $\Phi=0$ outside the band, and inserting the law,

$$\sigma=\frac{2\pi e^2a^2}{d\,a^d}\int\varepsilon DQ\,d\varepsilon
=\frac{e^2a^2}{\pi d\,a^d}\left\langle\frac{\varepsilon_k^2}{\varepsilon_k^2+\Gamma^2}+\frac{\varepsilon_k}{\Gamma}\arctan\frac{\varepsilon_k}{\Gamma}\right\rangle .$$

Q: Then give me a conductivity, with $\Gamma$ computed rather than chosen.

A: Take the simple cubic band at half filling with site energies $\pm\Delta$. At the Fermi level symmetry makes $\Sigma=-i\Gamma$ and $G=-ih$, with $h=\langle\Gamma/(\varepsilon_k^2+\Gamma^2)\rangle$. Then $G^{-1}+\Sigma=iy$ with $y=1/h-\Gamma$, and the CPA condition reads

$$-ih=\frac12\left[\frac1{iy-\Delta}+\frac1{iy+\Delta}\right]=\frac{-iy}{y^2+\Delta^2}.$$

So $1/h=y+\Delta^2/y$. Comparing with $1/h=y+\Gamma$ gives $\Gamma y=\Delta^2$, or $\Gamma(1/h-\Gamma)=\Delta^2$. Here $\Gamma/h=1/\langle(\varepsilon_k^2+\Gamma^2)^{-1}\rangle$ is a harmonic mean, which lies below the ordinary mean $\langle\varepsilon_k^2\rangle+\Gamma^2$. The left side is therefore smaller than $\langle\varepsilon_k^2\rangle=6t^2$, and a finite $\Gamma$ exists only for $\Delta<\sqrt6\,t$. Within this range, a root search on a zone mesh gives $\Gamma$, provided the mesh is fine enough to resolve the band on the scale of $\Gamma$. The conductivities below are in $e^2/(\hbar a)$.

| $\Delta/t$ | $\Gamma/t$ | $\sigma$ | $\Phi(0)/\Gamma$ |
|---|---|---|---|
| 0.5 | 0.115 | 2.898 | 2.900 |
| 1.0 | 0.504 | 0.652 | 0.662 |
| 1.5 | 1.355 | 0.225 | 0.247 |

The sums with and without velocities agree to five decimals for $\Delta=t$ and $1.5t$. At $\Delta=0.5t$, on a mesh of 100 points per axis in the half zone, they give 2.89746 and 2.89751. The gap of about two parts in $10^5$ comes from the finite mesh, since their difference is a total derivative. On finer meshes both approach 2.897503, which is the value rounded in the table.

The last column is the weak-scattering estimate. It treats $\Phi$ as constant over the width of $A^2$ and uses $\int A^2d\varepsilon=1/(2\pi\Gamma)$. For $\Delta=t$ it is $0.33414/0.50445\simeq0.662$, or 1.6% above $\sigma$; for $\Delta=1.5t$ it is 9% above. The sign of the error follows from the law: $\Phi'$ is opposite in sign to $\varepsilon$, so $\Phi(0)$ is the maximum, and broadening can only bring in smaller values.

The mean free path, estimated as $\sqrt{3\Phi(0)/D(0)}/(2\Gamma)$, is about $2.6a$ for $\Delta=t$ and about $a$ for $\Delta=1.5t$, so these two rows describe strong scattering. For a chosen lattice constant of 6 bohr, $e^2/(\hbar a)=7.67\times10^5$ S/m, and the middle row becomes

$$\sigma=0.652\times7.67\times10^5\ \text{S/m}\simeq5.0\times10^5\ \text{S/m}.$$

Q: Would a real sample of this alloy model conduct that well?

A: I cannot claim that. The CPA averages one site at a time in an effective medium. It leaves out interference between scattering at different sites, and with it localization. Those processes give the irreducible vertex a momentum dependence, so the argument that removed the current correction no longer applies. The law relating $\Phi$ to $D$ is untouched, because it is a property of the band.
